Why a gap-aligned nitride trap cannot discharge elastically into bulk silicon

**Question.** An electron sits in a nitride trap, a few nanometres of oxide away from silicon. Its level faces the silicon band gap. Why can it not tunnel elastically into the bulk bands, and how can interface states or phonons still empty the trap?

**The mechanism**

Tunnelling lets an electron cross a barrier, but it supplies no energy. An electron that leaves at fixed energy needs a propagating state at that energy on the other side. Inside the gap silicon has solutions of the wave equation, but they decay into the crystal and carry nothing away. The trap state therefore grows a faint tail in the silicon and stays where it is. An interface state offers a place to go at gap energy, and phonons change the energy so that a band comes within reach.

Let e_t be the trap level, e_k the energies of the silicon states and V_k the coupling through the oxide. Electrons are independent, the lattice is frozen for now, and there is no interface state. With amplitudes a on the trap and c_k in silicon,

iħ da/dt = e_t a + Σ_k V_k* c_k
iħ dc_k/dt = e_k c_k + V_k a

Start from a = 1. To first order in V_k, and with Δ_k = e_k − e_t,

|c_k|² = 4|V_k|² sin²(Δ_k t/2ħ)/Δ_k²

If the band covers e_t, the function 4 sin²(Δt/2ħ)/Δ² has area 2πt/ħ and narrows around Δ = 0. The lost probability grows linearly in time, at the rate

Γ = (2π/ħ) J(e_t),  J(E) = Σ_k |V_k|² δ(E − e_k)

If e_t lies in the gap at a distance η from the nearest band edge, then |Δ_k| ≥ η for every k. The lost probability stays below 4Σ|V_k|²/η² at all times. After an initial rise it settles to a constant, with oscillations that die out, and does not keep growing.

The gap meant here is the full, indirect one. A localized trap couples to all momenta parallel to the interface, so J vanishes only where no momentum offers a state.

**Beyond first order**

A stationary state of energy E has c_k = V_k a/(E − e_k). Putting this into the trap equation gives

E − e_t − D(E) = 0,  D(E) = ∫ J(e)/(E − e) de

In the gap the denominator never vanishes and D is real. The left side has the slope 1 + ∫J/(E−e)² de > 0, so there is at most one root E_b in the gap. There is one if the left side is negative at the lower edge and positive at the upper edge, which holds for weak coupling unless e_t is very close to an edge. Normalization, |a|² + Σ|c_k|² = 1, gives the weight on the trap:

Z = |a|² = 1/[1 + ∫ J(e)/(E_b − e)² de]

If this is the only bound state, the amplitude to find the electron still on the trap is

A(t) = Z exp(−iE_b t/ħ) + ∫ r(E) exp(−iEt/ħ) dE,  ∫ r dE = 1 − Z

where r ≥ 0 is the smooth weight in the bands. The integral dies out by dephasing, so the survival probability P = |A|² tends to Z². At any earlier time the integral has at most the magnitude 1 − Z, so that for Z > 1/2

P(t) ≥ (2Z − 1)²

The loss is a small, finite rearrangement of the wave function and not a decay.

A filled valence band does not weaken this. For independent electrons the trap occupation is |A|² plus non-negative contributions from electrons that were in silicon.

**A chain that shows both cases**

Take silicon as a half-infinite chain with site energy 0 and alternating hoppings a = 2.00 eV and b = 1.44 eV. In cell n, with amplitudes u_n and v_n,

E u_n = a v_n + b v_{n−1},  E v_n = a u_n + b u_{n+1}

Setting u_n = u zⁿ, v_n = v zⁿ and multiplying the two equations gives

E² = (a + b/z)(a + bz) = a² + b² + ab(z + 1/z)

For z = exp(ik) the bands run from |E| = a − b = 0.56 eV to a + b = 3.44 eV, and the gap is 1.12 eV. In the gap z + 1/z < −2, so z is real and negative. The decaying solution has |z| < 1 and real amplitude ratios. The current between neighbours, proportional to Im(c_j* c_{j+1}), is then zero.

Let g be the Green function of the end site when the chain starts with the strong bond a. Removing one site at a time gives

g = 1/(E − a² g′),  g′ = 1/(E − b² g)

Inserting g′ and clearing the fractions leads to

E b² g² − B g + E = 0,  B = E² + b² − a²

In the bands the roots are complex, and the end-site density of states is

ρ_s(E) = −Im g/π = √(4E²b² − B²)/(2π|E|b²)

A trap coupled to this site by V has J = V²ρ_s and D = V²g. At e_t = 1.2 eV, ρ_s = 0.219 eV⁻¹. With V = 0.1 eV the golden rule gives ħΓ = 2π × 0.01 × 0.219 = 0.01375 eV. The exact time evolution of a long chain decays with 0.01383 eV.

Now put the level in the gap, at 0.2 eV, and raise the coupling to 0.4 eV, sixteen times more in V². The bound state lies at 0.184 eV with Z = 0.915. The survival settles at 0.837, equal to Z², and never falls below 0.790 in the computed interval; the general bound is 0.688. The tail changes by the factor −0.733 per cell, both in the chain and from the equation for z.

**What an interface state changes**

End the same crystal on the weak bond instead. At E = 0 the equation of the first site demands c₂ = 0, and that of the second site gives b c₁ + a c₃ = 0. Hence c₃ = −(b/a)c₁, and so on: a state that decays into the crystal. Its weight on the first site is

w = 1 − (b/a)² = 0.482

With the strong bond first, the ratio would be −a/b and the solution would grow, so no such state exists. The bulk bands are the same in both cases; only the termination differs.

A trap level at the same energy couples to this state with V_s = V√w. Two levels in resonance give

P(t) = cos²(V_s t/ħ)

For V = 0.02 eV the chain gives survival 0.500, 0.000 and 1.000 after a quarter, a half and a full period πħ/V_s. The electron goes over elastically and comes back. One interface state is a place to visit and not yet an exit.

The exit is whatever removes the electron from the interface state for good, such as recombination with a hole. Describe it by a width γ, the removal rate times ħ, and let δ be the trap level minus the interface level. For V_s well below |δ| or γ, the interface amplitude s follows the trap amplitude, which is again called a (not the hopping):

s = V_s a/(δ + iγ/2)

The trap energy acquires the term V_s²/(δ + iγ/2). Its imaginary part is −V_s²(γ/2)/(δ² + γ²/4), and probability decays at twice this magnitude:

ħΓ = V_s² γ/(δ² + γ²/4)

With V_s = 0.005, δ = 0.05 and γ = 0.1 eV this is 5.00 × 10⁻⁴ eV; a chain with a drained end state gives 4.98 × 10⁻⁴ eV. On resonance the rate is 4V_s²/(ħγ), so a stronger drain then slows the transfer. As long as γ stays well above V_s, the integral over δ is 2πV_s²/ħ, independent of γ: the drain sets how sharp the resonance is, not its total strength.

**What phonons change**

Let the filled trap displace a lattice mode of energy ħω, with Huang–Rhys factor S. The lattice relaxes by Sħω when the trap is filled. Let E₀ be the level with this relaxation included: the difference between the ground states of the filled and the empty trap. This zero-phonon level is the one whose alignment matters.

The coupling acts only at the trap. Once the electron has left with m phonons present, the phonon number is fixed, and the electron has the total energy minus mħω all the way through the oxide. Starting from n phonons about the displaced position, the lowest-order rate is

Γ_n = (2π/ħ) Σ_m F_mn J(E₀ + (n − m)ħω)

where F_mn is the squared overlap of the undisplaced state m with the displaced state n. The barrier enters through J at the final electron energy.

For a thermal lattice we need W_p, the probability that p = m − n phonons are emitted. Let b be the lowering operator of the mode and U(α) = exp(αb† − α*b) the displacement operator. The displaced state n is U(√S)|n⟩. The factor e^{i(m−n)θ} arises when e^{−iθb†b} acts before the displacement and e^{iθb†b} after it, and this pair turns U(√S) into U(√S e^{iθ}). Summing over m and averaging over the thermal n gives

Σ_p W_p e^{ipθ} = ⟨U(−√S) U(√S e^{iθ})⟩

The product rule U(α)U(β) = U(α+β) exp[(αβ* − α*β)/2] yields a phase exp(iS sin θ) and one displacement of squared length 2S(1 − cos θ). The thermal average is ⟨U(α)⟩ = exp[−|α|²(N + ½)], with N the mean phonon number. Together,

Σ_p W_p e^{ipθ} = exp{S(N+1)(e^{iθ} − 1) + SN(e^{−iθ} − 1)}

This describes two independent Poisson counts: emissions with mean S(N+1) and absorptions with mean SN. Expanding with exp[x(u + 1/u)/2] = Σ I_p(x)u^p gives

W_p = e^{−S(2N+1)} [(N+1)/N]^{p/2} I_|p|(2S√(N(N+1)))

and therefore W_{−p} = W_p exp(−pħω/kT). Climbing to the conduction band costs a Boltzmann factor. Falling to the valence band costs none, but needs a hole there.

Full dynamics of electron and mode support the rate formula, with the level shift included. For ħω = 0.4 eV, a gap level at −0.3 eV, S = 1 and a cold lattice, the electron falls into an empty lower band with ħΓ = 3.24 × 10⁻³ eV (formula 3.25 × 10⁻³). For a level at +0.3 eV and S = 0.3, one quantum present at the start opens the upper band: 3.76 × 10⁻³ eV (formula 3.84 × 10⁻³). The same trap with a cold lattice must emit three quanta, and the decay is far slower: a fit to the dynamics gives 1.6 × 10⁻⁵ eV, the formula 2.1 × 10⁻⁵ eV. Only about 0.3 % of the probability is lost during the fitted interval, so small oscillations can shift the fitted value, and this case confirms the formula only in order of magnitude.

**Is the trap really aligned with the gap?**

Consider a cell with d = 3 nm of tunnel oxide, 10 nm of equivalent oxide on the gate side and 2 × 10¹² stored electrons per cm² at the oxide edge, at 358 K (85 °C). All parameters are rough typical values or round choices. With the gate held at the electrostatic potential of the silicon surface, the stored charge puts 0.714 MV/cm across the tunnel oxide. This raises the trap by 0.714 MV/cm × 3 nm = 0.214 eV relative to silicon.

The nitride conduction band is taken 2.0 eV above that of silicon. A trap 2.6 eV deep then lies at

E₀ − E_c = 2.0 − 2.6 + 0.214 = −0.386 eV

inside the gap and 0.734 eV above the valence edge. A trap 1.5 eV deep lies 0.714 eV above the conduction edge and has no elastic protection. The dividing depth is 2.0 + 0.214 = 2.214 eV. The field also bends the silicon bands upward by 0.129 eV, so the conduction edge is lower in the bulk than at the surface. Protection against both edges needs a depth of 2.343 eV. As charge leaves, the oxide drop shrinks, and traps between 2.0 and 2.214 eV can sink below the surface edge.

**The tunnelling factor**

Write J(E) = V₀² exp(−2A) ρ_s(E), with V₀ = 1 eV and the chain's ρ_s standing in for real silicon. Absolute rates are therefore estimates; they scale as V₀². For a barrier rising linearly from φ₁ to φ₂ the action is

A = ∫ √(2mφ) dx/ħ = (2√(2m)/3ħ) d (φ₂^{3/2} − φ₁^{3/2})/(φ₂ − φ₁)

At the deep level φ runs from 3.1 + 0.386 = 3.486 eV to 3.700 eV. An oxide mass of 0.42 electron masses gives a mean κ = A/d = 6.29 nm⁻¹ and exp(−2A) = 4.0 × 10⁻¹⁷. With the coupling held at this value for all band energies, the elastic loss never exceeds 1 − (2Z − 1)² = 4Z(1 − Z) < 4(1 − Z), and this bound is about 10⁻¹⁶ at all times. With the energy-dependent J(E) above, high band states face a lower barrier and raise the bound to about 10⁻⁸. This value comes almost entirely from the top of the chain's band, where the barrier nearly vanishes; cutting the band at 3.0 eV instead of 3.44 eV lowers it to about 2 × 10⁻¹⁰, so it is a property of the model band and not of silicon. It still limits a finite rearrangement and does not describe a decay.

**The inelastic rates**

Take ħω = 0.06 eV and S = 10. Real lattices have a spread of frequencies, so p is treated as continuous:

Γ = (2π/ħ) ∫ J(E) W_p [1 − f(E)] dE/ħω,  p = (E₀ − E)/ħω

Here f is the electron occupation of silicon, p-type with 10¹⁷ acceptors per cm³. The deep trap empties into the conduction band at 4.9 × 10⁻⁸ s⁻¹ and into valence holes at 3.4 × 10⁻⁶ s⁻¹. The lifetime is 1/(3.45 × 10⁻⁶ s⁻¹) = 2.9 × 10⁵ s, about three days. This value depends strongly on the simple barrier formula used here, as discussed below.

The hole route wins although its barrier is higher. The drop of 0.734 eV is close to the mean emitted energy Sħω = 0.6 eV, whereas absorbing 0.386 eV is less likely than emitting it by exp(−0.386/0.0309) ≈ 4 × 10⁻⁶. The accumulated holes at the surface help: the Fermi level there is only 0.056 eV above the valence edge.

The shallow trap empties in 0.43 s. For a single phonon frequency, transfers with no net change in phonon number supply 0.069 of 2.3 s⁻¹, or 3 %. Most of these absorb and emit equal numbers of phonons. With a spread of frequencies the true zero-phonon share is only a few 10⁻⁵, so even an electron facing a band leaves almost always with phonons. The two lifetimes differ by a factor near 7 × 10⁵ with this one-band barrier, but only by about 3 × 10³ with the two-band form discussed below (mass adjusted). The barrier height also changes along with the alignment, so neither factor is the effect of the gap alone.

**The interface route in numbers**

An interface state displaced sideways by r is reached over the distance s = √(r² + d²). The effective area seen by one trap is

∫ 2πr e^{−2κ(s−d)} dr = 2π ∫_d^∞ s e^{−2κ(s−d)} ds = πd/κ + π/(2κ²) = 1.54 nm²

With 10¹¹ interface states per cm² and eV, the mean number in this area across the gap is 10¹¹ × 1.54 × 10⁻¹⁴ × 1.12 = 1.7 × 10⁻³. Fewer than two traps in a thousand have a partner this close to the opposite point. Because the hole route is so slow, states farther away can still compete with it: with phonon emission and absorption included, roughly one trap in a hundred has an interface state that empties it faster than the direct routes do.

For a trap that has a partner directly opposite and 0.3 eV lower, phonon emission transfers the electron in 34 s with the one-band barrier, and in about 2 s with the two-band form discussed below (mass adjusted). Hole capture, put at 6.4 × 10¹⁰ s⁻¹, then removes it long before it can return. The purely elastic transfer needs a match within γ = 4.2 × 10⁻⁵ eV. For a single sharp phonon frequency it would run at 4.1 s⁻¹ on resonance and at 1.9 × 10⁻⁵ s⁻¹ only 10 meV away. With a spread of frequencies only the true zero-phonon weight counts, and both rates fall by a factor of about a thousand. The mean number of partners within this width is 6.5 × 10⁻⁸. Because the direct routes are slow, states outside this width or displaced sideways can still compete: the elastic route is faster than the direct ones for about 1.5 × 10⁻⁴ of the traps with a single frequency, and for about 4 × 10⁻⁶ with a spread. In this model elastic discharge through interface states is possible but very rare; with phonons a partner can be used without a match in energy, as the state 0.3 eV lower shows.

**How firm the numbers are**

The largest uncertainty examined is the barrier. An oxide mass of 0.50 instead of 0.42 lengthens the lifetime to 1.3 × 10⁷ s, a factor of 45. The form of the barrier matters even more. The formula for A knows only the oxide conduction band, but at the silicon valence edge the electron is about 4.2 eV below it, near the middle of an oxide gap of about 9 eV. There the oxide valence band makes the tail decay more slowly. With the two-band form κ² ∝ φ(1 − φ/9 eV), and the mass adjusted to keep κ unchanged at φ = 3.1 eV, the lifetime drops from three days to under an hour; with the mass left at 0.42 it drops to seconds. The hole route wins in each case, but the three days are a model value and not a prediction for a device. The variations that follow keep the one-band barrier. Doubling S gives 7.0 × 10⁵ s. At 300 K the conduction route slows fifteenfold, but the total lifetime is 2.4 × 10⁵ s, slightly shorter than at 358 K. Band bending, hole occupation and lineshape all change with temperature, and their shares have not been separated. If the conduction edge at the surface were as low as in the bulk, that route would rise to 8.5 × 10⁻⁷ s⁻¹, still below the hole route. Hole quantization is 0.096 eV in a simple triangular well and 0.07 to 0.08 eV if the screening of the surface field is included, depending on how the screening is treated. This is comparable with the band bending and is left out; it would shift the hole rate. Thermal emission into the nitride band (2.5 × 10⁻²⁴ s⁻¹) and direct escape to the gate (about 10⁻³¹ s⁻¹ with a one-band barrier; many orders of magnitude faster with a two-band one, but still far slower than the hole route) are negligible here.

Three days is far too short for a memory meant to keep data for years. The example has a thin tunnel oxide, and its trap depth was chosen to put the level in the gap. It also places the trap at the oxide edge, whereas real traps are spread through the nitride. For the hole route, one nanometre of nitride adds a barrier of about 2.6 + 0.73 = 3.3 eV. A one-band estimate with the same mass gives κ ≈ 6.1 nm⁻¹ and a slowdown of e^{12} ≈ 2 × 10⁵. At this energy, however, the nitride valence band is only about 2 eV away, and a two-band estimate gives a slowdown of only about 10³ to 10⁴ for a nitride gap near 5.3 eV and masses between 0.42 and 0.7. One more nanometre of oxide, with all energies held fixed, slows the route by about 10⁶ in the one-band estimate and by less with two bands. Oxide defects act the other way by offering intermediate steps. They are not in the model, nor are hopping between traps and band tails in silicon. Gap alignment thus removes one channel, while the retention time is set by those that remain. The integrated rates treat p as continuous, which matches a spread of phonon energies of about 10 meV; a strictly single frequency, summed over whole numbers of phonons, gives 4.3 × 10⁵ s instead of 2.9 × 10⁵ s for the deep trap at 358 K.

Calculated quantities

```
Model gap 1.12 eV, hoppings 2.00 and 1.44 eV
Band level 1.2 eV, V=0.1 eV: rate 0.01383 eV, golden rule 0.01375 eV
Gap level 0.2 eV, V=0.4 eV: bound state 0.1841 eV, Z=0.9148
Gap survival: late 0.8369, Z^2 0.8369, min 0.7904, bound 0.6884
Tail ratio per cell: chain -0.7332, formula -0.7332
Interface state weight 0.4816; V=0.02 eV; survival at 1/4, 1/2, 1 period: 0.500, 0.0000, 0.9998
Drained state (V_s=0.005, detuning=0.05, width=0.1 eV): rate 4.975e-04, formula 5.000e-04 eV
Phonon test, emission to empty lower band (level -0.3 eV, n=0, S=1.0): 3.24e-03, formula 3.25e-03 eV
Phonon test, one quantum present, upper band (level 0.3 eV, n=1, S=0.3): 3.76e-03, formula 3.84e-03 eV
Phonon test, same trap, cold lattice (level 0.3 eV, n=0, S=0.3): 1.63e-05, formula 2.07e-05 eV
Phonon test quantum 0.4 eV, barrier site 5.0 eV, couplings 0.3 and 1.5 eV
Device: oxide 3.0 nm, gate side 10.0 nm, stored 2e+12 cm^-2, T 358 K
Offsets Si/oxide 3.1 eV, Si/nitride 2.0 eV; mass 0.42; V0 1.0 eV
Phonon 0.06 eV, S 10; doping 1e+17 cm^-3; D_it 1e+11 cm^-2 eV^-1
Oxide field 0.714 MV/cm, drop 0.214 eV
Deep trap depth 2.6 eV: 0.386 eV below Ec, 0.734 eV above Ev (surface)
Shallow trap depth 1.5 eV: 0.714 eV above Ec (surface)
Least depth for elastic protection: surface edge 2.214 eV, bulk edge 2.343 eV
Barrier for deep trap 3.486 to 3.700 eV, mean kappa 6.293 nm^-1, exp(-2A) 3.99e-17
WKB exponent gained from 2 to 3 nm: 6.2932, wave equation 6.2930
Deep trap elastic leak, upper bound on lost probability: 9.2e-17
Zero-phonon weight 1.50e-03
Shallow trap: zero-phonon rate 6.9e-02 1/s, total 2.3e+00 1/s, lifetime 4.3e-01 s
Deep trap: to conduction band 4.9e-08 1/s, to valence holes 3.4e-06 1/s
Deep trap lifetime 2.9e+05 s = 9.2e-03 years
Interface area 1.54 nm^2, mean number of gap states in it 1.7e-03
Interface state 0.3 eV lower, facing trap: rate 2.9e-02 1/s, time 3.4e+01 s
Interface drain: hole capture 6.4e+10 1/s, width 4.2e-05 eV
Elastic pair rate: resonant 4.1e+00 1/s, 10 meV off 1.9e-05 1/s
Mean number of partners within the width: 6.5e-08
Band bending 0.129 eV, surface Fermi level 0.056 eV above Ev
Conduction rate if bulk edge were at the surface: 8.5e-07 1/s
Hole quantization energy (mass 0.3): 0.096 eV
Deep trap with T = 300 K: up 3.2e-09, down 4.1e-06 1/s, lifetime 2.4e+05 s
Deep trap with S = 20: up 1.8e-09, down 1.4e-06 1/s, lifetime 7.0e+05 s
Deep trap with oxide mass 0.50: up 1.9e-09, down 7.7e-08 1/s, lifetime 1.3e+07 s
Thermal emission to nitride band (1e13 1/s attempts): 2.5e-24 1/s
Escape to gate, nitride barrier throughout: 10^-31 1/s
```
